# Island capture on a periodic lattice from summed bond fluxes

## Nine sites that can be solved by hand

Take a square lattice of \(3\times3\) sites, repeated periodically, with one site that absorbs every adatom reaching it. Atoms land at rate \(F\) on each site, and an adatom hops at rate \(h\) to each of its four neighbours. Let \(n_i\) be the mean occupation of site \(i\), and measure it by the pure number \(u_i=hn_i/F\). In the steady state, gain and loss balance on each of the eight free sites:

\[
F+h\sum_{j\,\mathrm{nn}\,i}(n_j-n_i)=0
\quad\Longrightarrow\quad
4u_i=1+\sum_{j\,\mathrm{nn}\,i}u_j ,
\]

with \(u=0\) on the absorber. By symmetry there are two unknowns: \(e\) on the four sites beside the absorber and \(c\) on the four diagonal sites. A side site has as neighbours the absorber, one other side site (across the cell edge) and two diagonal sites. A diagonal site has two side sites and two diagonal sites. Hence

\[
4e=1+e+2c,\qquad 4c=1+2e+2c .
\]

The second equation gives \(c=e+\tfrac12\). The first then reads \(3e=1+2e+1\), so \(e=2\) and \(c=\tfrac52\). Four bonds lead into the absorber, each carrying \(hn=Fu=2F\). The capture is \(8F\), which is the deposition on the eight free sites. The atom landing directly on the absorber is not part of it.

With several islands the total alone says little. The wanted quantity is the share of each island, since that share sets how fast it grows.

## The naive scheme: give each site to its nearest island

A scheme without any equation assigns every free site to the nearest island, with the distance measured to the nearest absorbing site of the island, not to its centre. The resulting areas, called Voronoi areas here, add up to the number of free sites by construction.

For parallel straight steps this scheme is right, provided that a middle row equally far from both steps is shared equally. Let two absorbing lines be \(G\) sites apart, with \(m=1,\dots,G-1\) counting the free rows between them. Nothing varies along the steps, so the two neighbours in that direction cancel two of the four terms \(u_i\), leaving

\[
u_{m+1}-2u_m+u_{m-1}=-1,\qquad u_0=u_G=0 .
\]

The second difference of \(m^2\) is 2, so \(-m^2/2\) satisfies the equation. Adding the linear term \(Gm/2\), whose second difference is zero, meets both boundary conditions:

\[
u_m=\tfrac12 m(G-m),\qquad u_1=u_{G-1}=\tfrac12(G-1).
\]

Each step takes half of the \(G-1\) free rows. For three steps with gaps 13, 9 and 18, the captures per unit length are \((17+12)/2=14.5\), \((12+8)/2=10\) and \((8+17)/2=12.5\) sites, as the lattice solution also gives.

The reason for this success shows why it does not carry over. An atom landing in row \(m\) does not always go to the nearer step. The probability \(p_m\) of ending at the step at \(m=0\) is the mean of its values at the neighbouring rows, so it is linear: \(p_m=1-m/G\). The nearest-step rule replaces this by 1 or 0. The errors at \(m\) and \(G-m\) cancel because \(p_m+p_{G-m}=1\). That cancellation rests on the mirror symmetry of the terrace. Islands of unequal size at irregular positions have no such symmetry, and the diffusion equation has to be solved.

## The equation for many islands

Let the periodic cell have \(N\) sites and \(M\) islands. An adatom sticks when it arrives next to an island atom. The absorbing footprint \(A_k\) of island \(k\) therefore contains the island's atoms and the rim of sites adjacent to them. The footprints do not overlap, and the remaining \(N_{\rm free}\) sites are free. The model assumes independent adatoms at low occupation, equal hop rates on all bonds, no desorption, no new nucleation, no detachment, and islands that stand still while the adatom density relaxes.

Define \(b_k(i)\) as the number of bonds from free site \(i\) into \(A_k\). Define the matrix \(A\) on the free sites by \(A_{ii}=4\) and \(A_{ij}=-1\) for each bond between free sites, including bonds across the cell edge. The steady equation and the flux into island \(k\) are

\[
A u=\mathbf 1,\qquad \frac{J_k}{F}=\sum_i b_k(i)\,u_i ,
\]

where \(\mathbf 1\) is the vector of ones. The ratio \(J_k/F\) is the capture area in sites. Neither \(F\) nor \(h\) appears in the equation for \(u\), so in this model the capture areas depend on the geometry alone.

The solution is unique if every connected free region touches a footprint. To see this, distribute the four terms \(v_i^2\) of the diagonal over the four bonds of site \(i\):

\[
v^{\mathsf T}Av=\sum_{\text{free–free bonds}}(v_i-v_j)^2+\sum_i\sum_k b_k(i)\,v_i^2 .
\]

This vanishes only if \(v\) is constant on each connected region and zero beside the footprints, hence zero everywhere. A region without any absorber would gain atoms forever and have no steady state.

## Two ways to spoil the flux sum

A correct density can still be read out wrongly. The first error is to add \(u\) once for every site next to an island, instead of once for every bond. The \(3\times3\) cell with one absorber hides this, since each side site has one bond into it. Now let eight of the nine sites absorb. The single free site obeys \(4u=1\), so \(u=\tfrac14\). Its four bonds carry \(4\cdot\tfrac14=1\), equal to the one free site, whereas counting the site once gives \(\tfrac14\). On a ragged island edge, many free sites have two bonds into the same footprint.

The second error is to leave out bonds that cross the cell edge. With the single absorber at a corner of the \(3\times3\) array, two of its four bonds cross the edge. Dropping them from the sum returns 4 instead of 8.

Both errors reduce the total, which makes the total a useful check. Its correct value follows from the row sums of \(A\). A free site has four neighbours, each free or absorbing, so

\[
(A\mathbf 1)_i=4-(\text{number of free neighbours})=\sum_k b_k(i).
\]

Multiply \(Au=\mathbf 1\) from the left by \(\mathbf 1^{\mathsf T}\) and use the symmetry of \(A\):

\[
N_{\rm free}=\mathbf 1^{\mathsf T}Au=(A\mathbf 1)^{\mathsf T}u
=\sum_k\sum_i b_k(i)u_i=\sum_k\frac{J_k}{F}.
\]

Therefore

\[
\boxed{\;\sum_{k=1}^{M}J_k=F\,N_{\rm free}\;}
\]

In physical terms, the net current \(h(n_i-n_j)\) on a free–free bond leaves one site and enters the other, so it cancels in the sum. Periodic boundaries leave no outer edge through which atoms could escape.

One limit follows at once. With a single island in the cell, \(J_1=FN_{\rm free}\) whatever its shape. The shape then affects the density, but not the capture for a given number of free sites.

## What the balance cannot see

The proof used only the symmetry and row sums of \(A\). If hops along \(x\) and \(y\) have different rates, and the bond fluxes are weighted accordingly, the total is unchanged while the individual \(J_k\) move. The Voronoi areas also have the right total. The balance tests conservation, not the division among islands.

The division has a second expression. Let \(p_k(i)\) be the probability that a walker starting at free site \(i\) ends on island \(k\). Its first hop goes to each neighbour with probability \(\tfrac14\), and a hop into \(A_k\) ends the walk with success:

\[
p_k(i)=\tfrac14\Big[\sum_{\text{free } j\,\mathrm{nn}\,i}p_k(j)+b_k(i)\Big]
\quad\Longrightarrow\quad Ap_k=b_k .
\]

Since \(A^{-1}\) is symmetric,

\[
\frac{J_k}{F}=b_k^{\mathsf T}A^{-1}\mathbf 1=(A^{-1}b_k)^{\mathsf T}\mathbf 1=\sum_i p_k(i).
\]

A capture zone is thus a sum of probabilities, not a region with a sharp border. Random walkers dropped uniformly on the free sites must reach island \(k\) with frequency \(J_k/(FN_{\rm free})\), and such a simulation needs neither the matrix nor the flux sum.

The walkers also test the size of \(u\). The mean number of hops \(T_i\) before capture obeys \(T_i=1+\tfrac14\sum_jT_j\) over free neighbours, or \(AT=4\cdot\mathbf 1\). Hence \(T=4u\), and the mean over starting sites is \(4\sum_iu_i/N_{\rm free}\).

## The resulting scheme

1. Label each site 0 if free, or \(k\) if it belongs to footprint \(A_k\), and number the free sites.
2. Set every diagonal element of \(A\) to 4. Visit the four neighbours of each free site, with coordinates taken modulo the cell size. A free neighbour adds an element \(-1\) to \(A\). A neighbour in \(A_k\) adds 1 to \(b_k(i)\).
3. Solve the sparse system \(Au=\mathbf 1\) once and form all \(J_k/F=b_k^{\mathsf T}u\).
4. Compare \(\sum_kJ_k/F\) with \(N_{\rm free}\), counted from the labels.
5. Check the individual shares with random walkers.

The fixed diagonal in the second step matters. Suppose some bonds are missed, those between two free sites from both ends. Site \(i\) then has \(q_i\) neighbours unaccounted for, and \((A\mathbf 1)_i=\sum_kb_k(i)+q_i\). The total then falls short by \(\sum_iq_iu_i\), which is positive. If the diagonal were instead set to the number of bonds found, the missed bonds would act as reflecting walls. The balance would hold for the wrong problem. A bond between free sites that is missed from one end only makes \(A\) unsymmetric. The balance then involves the column sums of \(A\). With the fixed diagonal the total still falls short, by the same sum with the missing elements counted by column instead of by row. With the diagonal set to the number of bonds found, the balance generally fails, and the error can have either sign.

## Twelve islands on Ag(100)

Adatoms on Ag(100) sit on a square lattice of hollow sites, so the hopping model suits the surface. Rough typical values are a hop barrier of 0.40 eV, a prefactor of \(10^{13}\ \mathrm{s^{-1}}\) and a site spacing of about 0.29 nm (the program's input is 0.289 nm). At 300 K, \(k_BT=0.02585\) eV and

\[
h=10^{13}\,e^{-0.40/0.02585}\ \mathrm{s^{-1}}\approx1.9\times10^{6}\ \mathrm{s^{-1}} .
\]

The flux is 0.01 ML/s, where one monolayer (ML) is one atom per site. The cell has \(96\times96=9216\) sites and twelve compact islands with generated positions and sizes. Their density, about \(1.6\times10^{12}\ \mathrm{cm^{-2}}\), is an input. The islands are supposed to have nucleated earlier at a higher flux.

The islands contain 868 atoms and their rims 344 sites, so \(N_{\rm free}=9216-868-344=8004\). The twelve capture areas, listed in the numerical output, add up to 8004 sites with a relative error below \(10^{-9}\). The total capture is \(0.01\times8004\approx80\) atoms/s. The mean capture area is \(8004/12=667\) sites, or about 56 nm².

Both readout errors are visible here. Counting neighbouring sites instead of bonds loses 1880.5 sites, or 23% of the total. Dropping the edge-crossing bonds from the flux sum loses 108.6 sites, or 1.4%. The second deficit is small in the total, but it falls entirely on islands at the cell edge. Making hops along \(x\) four times as fast as those along \(y\) leaves the total at 8004 and changes one capture area by 24.5%.

Of 40,000 walkers, the numbers reaching each island were compared with the predicted shares through \(\chi^2\), the sum of squared deviations divided by expected counts. With eleven degrees of freedom, its mean is 11 and its standard deviation about \(\sqrt{22}\). The test limit, five standard deviations above the mean, is 34.5. The flux shares give 13.1 and the Voronoi shares 157, so the walkers accept the former and reject the latter. The walkers made \(331.5\pm2.0\) hops on average, against 328.9 from \(4\sum u/N_{\rm free}\).

The largest Voronoi error is 11% of the capture area: island 9, with 137 atoms, captures 649 sites but has a Voronoi area of 578. Island 6, with 45 atoms, captures 686 and is assigned 752. In this set the Voronoi area is too large for every island of up to 61 atoms, and too small for every larger one except island 4. Sites equally far from two islands are given wholly to one of them here; sharing them equally moves no area by more than 5 sites and leaves this pattern unchanged.

Across the twelve islands, the correlation of capture area with Voronoi area is 0.91, and with island size 0.37. In this sample the Voronoi area, which depends on positions as well as sizes, thus predicts the capture better than the size alone. This holds for distances measured to the footprint. With distances to the island centres, the largest error rises to about 35% and the correlation falls to 0.25, below that with size. Twelve islands are too few to establish a general law.

## Capture numbers

Mean-field rate equations describe capture through the average occupation \(\bar n=\sum_in_i/N\), taken over all sites. The capture number \(\sigma_k\) is defined by

\[
J_k=\sigma_k h\bar n,\qquad
\sigma_k=\frac{J_k/F}{h\bar n/F}.
\]

Here \(\bar n=3.745\times10^{-7}\), so \(h\bar n/F=71.4\), and island 1 has \(\sigma_1=660.25/71.4\approx9.2\). The values run from 7.1 to 12.3 with a mean of 9.3. A rate equation using this mean for all islands would reproduce the total capture but miss the spread. If \(\bar n\) were averaged over free sites only, every \(\sigma_k\) would be smaller by the factor \(N_{\rm free}/N=0.87\), so the convention must match that of the rate equation.

The occupation is a time average. The cell holds \(9216\,\bar n\approx0.0035\) adatoms on average, so it is usually empty. Landings are independent, and each landed atom chooses its island independently, so the arrivals obey Poisson statistics. While 0.01 ML lands, an average island receives \(667\times0.01=6.7\) atoms, with a relative scatter of \(1/\sqrt{6.7}\approx39\%\). The differences between capture areas appear clearly in averages over many repetitions, but are mostly hidden by scatter in one such short interval.

## How far the model holds for silver

**Direct landings.** Island tops receive 9.4% of the deposited atoms and rims 3.7%. These atoms are outside the balance but belong in the growth rate. If all atoms landing on top descend and join the same island, the tops add 137 sites to the 649 of island 9, an increase of 21%. For island 10 they add 29 to 659, or 4%.

**Moving edges.** Deviations from the steady density decay in \(5.8\times10^{-5}\) s, the inverse of \(h\) times the lowest eigenvalue of \(A\). During that time \(6\times10^{-7}\) ML lands, so frozen islands are a good approximation for the density. The capture areas themselves age more slowly: one more ring of atoms on every island fills the 344 rim sites, which takes \(344/9216=0.037\) ML, and lowers the capture areas by 2 to 9%. (The 0.0425 ML in the numerical output counts the new rim, the sites by which the footprints then grow.) They must be recomputed as growth proceeds.

**Nucleation.** Every new island begins with a first contact between two adatoms. For independent adatoms, the rate of all new contacts, repeated ones included, is

\[
R=\sum_{\text{free } j}\Big\{h\Big[\Big(\sum_{i\,\mathrm{nn}\,j}n_i\Big)^2-\sum_{i\,\mathrm{nn}\,j}n_i^2\Big]+F\Big(\sum_{i\,\mathrm{nn}\,j}n_i+n_j\Big)\Big\}.
\]

The square bracket counts hops to \(j\) from one neighbouring site while another is occupied. The last terms count landings beside or on an adatom. Repeated contacts make \(R\) an upper bound on the nucleation rate. It allows at most about 0.041 new islands in the cell per 0.01 ML. In a \(6\times6\) cell with one absorber, solving the two-adatom problem and counting only the first contact of each pair gives 0.18 of the bound. At fixed geometry the bound per monolayer grows as \(F/h\), so a higher flux or a colder surface weakens the assumption.

**Detachment.** Let \(\varphi\) be the energy of a lateral bond, roughly 0.25 eV. A square island of \(s\) atoms has \(4\sqrt s\) broken bonds, each costing \(\varphi/2\), so its edge energy is \(2\varphi\sqrt s\), and its derivative with respect to \(s\) is \(\varphi/\sqrt s\). An adatom lies \(2\varphi\) above an atom at a kink, which suggests an edge occupation

\[
c_k=\exp\!\left[\frac{-2\varphi+\varphi/\sqrt{s_k}}{k_BT}\right].
\]

If all islands had the same \(c\), adding \(c\) to every \(n_i\) would solve the new problem without changing any current. Only differences between islands count. Here \(c_k\) runs from \(0.9\times10^{-8}\) to \(2.4\times10^{-8}\), and no capture changes by more than 1.3%. The islands of the example are round rather than square; with the edge energy taken from their actual number of broken bonds, the largest change is 2.4%. This figure is sensitive to the bond energy: lowering \(\varphi\) by 0.05 eV multiplies \(e^{-2\varphi/k_BT}\) by \(e^{0.10/0.02585}\approx48\), and the largest capture change becomes 37% with the square-island formula and 63% with the actual number of broken bonds. Detachment could then no longer be ignored. With the actual number of broken bonds, the largest change is already 17% at \(\varphi=0.22\) eV and 33% at 0.21 eV, so it passes the 21% from island tops between these values.

Desorption, with a rough energy of 2.2 eV, is negligible at 300 K. An error of 0.05 eV in the hop barrier would change \(\bar n\) by a factor \(e^{0.05/0.02585}\approx7\), but would leave the capture areas of the basic model untouched for fixed islands. For the growth of individual islands in this example, with \(\varphi=0.25\) eV, the largest correction sized here is therefore landing on the island tops. Motion of whole islands, long-range forces between adatoms and the details of diffusion along island edges are left out and have not been sized.

## Computed values

```
3x3 cell: u beside 2.00, corner 2.50, capture 8.00 sites
three steps, capture per unit length (sites): [14.5 10.  12.5]
temperature 300 K, kT 0.02585 eV, flux 0.01 ML/s
hop barrier 0.40 eV, prefactor 1e+13 1/s
bond energy 0.25 eV, desorption energy 2.2 eV
hop rate per direction 1.907e+06 1/s
site spacing 0.289 nm, cell 96 x 96 sites, side 27.7 nm
islands 12, density 1.56e+12 1/cm2
all sites 9216, island atoms 868, rim sites 344
free sites 8004
island  atoms  capture(sites)  Voronoi(sites)  sigma
   1      81        660.25            625       9.25
   2     121        600.74            557       8.41
   3      37        508.53            527       7.12
   4     101        784.70            801      10.99
   5      61        685.84            724       9.60
   6      45        685.86            752       9.61
   7      69        663.88            621       9.30
   8     101        877.23            849      12.29
   9     137        649.49            578       9.10
  10      29        658.62            710       9.22
  11      37        558.44            561       7.82
  12      49        670.41            699       9.39
sum of capture areas 8004.000000 sites
relative balance error below 1e-9: True
total capture 80.040 atoms/s
mean capture area 667.0 sites = 55.7 nm2
mean capture number 9.34
mean occupation 3.745e-07 per site, peak 8.228e-07
mean number of adatoms in cell 0.0035
correlation of capture with Voronoi 0.909, with size 0.372
largest Voronoi error 11.0 % of capture
walkers 40000, chi-square: flux 13.1, Voronoi 157.0, limit 34.5
hops to capture: walkers 331.5 +- 2.0, formula 328.9
missing if edge-crossing bonds are dropped 108.6 sites
missing if sites replace bonds 1880.5 sites
x hops 4 times faster: total 8004.000 sites, largest change 24.5 %
landings on island tops 9.42 %, on rims 3.73 %
new islands while 0.01 ML lands: below 0.041 per cell
6x6 cell: true first contacts / bound 0.181
edge occupation 9.10e-09 to 2.40e-08
detachment changes a capture by at most 1.26 %
adatom lifetime 4.31e-05 s, desorbed fraction 4.7e-29
relaxation time 5.76e-05 s, deposited meanwhile 5.8e-07 ML
one more ring: 0.0425 ML, largest capture change 9.0 %
mean arrivals per island in 0.01 ML: 6.67, scatter 39 %
```
